\section*{Induced crystal current from Sternheimer solutions at k plus and minus q}

\section{What dimension and symmetry allow}

Use SI-based atomic units ($\hbar=m=e=4\pi\varepsilon_0=1$) and electron charge $-1$. The kinetic energy in a magnetic field is $\tfrac12(\mathbf p+\mathbf A)^2$, so $\mathbf A$ has the dimension of a velocity and $\mathbf B=\nabla\times\mathbf A$ that of a velocity per length. A current density is a density times a velocity. To first order in a uniform field it must therefore have the form
\begin{equation}
 j\sim n\,B\,\ell ,
\end{equation}
with $\ell$ a length. Moving the coordinate origin changes neither the uniform field nor the crystal, so $\ell$ cannot be an absolute position. It must be built from differences of positions.

This suggests how a sine can replace the position operator. Apply it to $\mathbf r-\mathbf r'$, where $\mathbf r'$ is the point at which the current is observed. A sine of $\mathbf r$ alone would describe a field that is nearly uniform only close to the origin. For a unit vector $\hat{\mathbf u}$,
\begin{equation}
 \hat{\mathbf u}\cdot(\mathbf r-\mathbf r')=\lim_{q\to0}
 \frac{e^{iq\hat{\mathbf u}\cdot(\mathbf r-\mathbf r')}-e^{-iq\hat{\mathbf u}\cdot(\mathbf r-\mathbf r')}}{2iq}.
 \label{sine}
\end{equation}
A position difference is odd under reversal, so the answer is an odd difference in $q$, $[\mathbf S(\mathbf r',q)-\mathbf S(\mathbf r',-q)]/(2q)$. It remains to find $\mathbf S$.

\section{A finite system}

Start with a finite closed-shell system, where $\mathbf r$ is harmless. Its Hamiltonian is
\begin{equation}
 H=\tfrac12p^2+V(\mathbf r)+\sum_{\mathbf R}V_{\mathbf R},
\end{equation}
with $V$ local and $V_{\mathbf R}$ a real, separable, norm-conserving potential at site $\mathbf R$. The overlap operator is unity, and the self-consistent potential depends on the density alone. The current treated is the bare one, carried by the pseudo-orbitals; the on-site augmentation currents of GIPAW are separate terms.

\subsection{Field Hamiltonian}

Take $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$. Near a site,
\begin{equation}
 \mathbf A(\mathbf r)=\mathbf A(\mathbf R)+\tfrac12\mathbf B\times(\mathbf r-\mathbf R).
\end{equation}
In GIPAW, $V_{\mathbf R}$ keeps its zero-field form in the gauge centred on its own site. The constant $\mathbf A(\mathbf R)$ is restored by a phase:
\begin{equation}
 V_{\mathbf R}\to e^{-i\mathbf A(\mathbf R)\cdot(\mathbf r-\mathbf R)}V_{\mathbf R}\,e^{i\mathbf A(\mathbf R)\cdot(\mathbf r-\mathbf R)}
 = V_{\mathbf R}-i[\mathbf A(\mathbf R)\cdot\mathbf r,V_{\mathbf R}]+O(B^2).
\end{equation}
Since $\nabla\cdot\mathbf A=0$, the kinetic energy contributes $\mathbf A\cdot\mathbf p$, and
\begin{equation}
 H_1=\mathbf A(\mathbf r)\cdot\mathbf p+\sum_{\mathbf R}\mathbf A(\mathbf R)\cdot\tfrac1i[\mathbf r,V_{\mathbf R}].
 \label{H1}
\end{equation}
The zero-field orbitals can be chosen real, while $H_1$ is purely imaginary. The first-order orbitals are then imaginary and the first-order density vanishes, so the self-consistent potential has no first-order change.

\subsection{First-order current}

For charge $-1$ the current operator is $\mathbf J(\mathbf r')-\mathbf A(\mathbf r')|\mathbf r'\rangle\langle\mathbf r'|$, with
\begin{equation}
 \mathbf J(\mathbf r')=-\tfrac12\big(\mathbf p|\mathbf r'\rangle\langle\mathbf r'|+|\mathbf r'\rangle\langle\mathbf r'|\mathbf p\big).
\end{equation}
Let $o$ label occupied and $e$ empty orbitals, $\mathcal P$ and $\mathcal Q=1-\mathcal P$ their projectors, and
\begin{equation}
 G(\varepsilon)=\sum_e\frac{|e\rangle\langle e|}{\varepsilon-\varepsilon_e}.
\end{equation}
The first-order orbital is $G(\varepsilon_o)H_1|o\rangle$; mixing among occupied orbitals does not alter the total current. A factor 2 for spin and a factor 2 from the complex conjugate give
\begin{equation}
 \mathbf j(\mathbf r')=4\sum_o\mathrm{Re}\langle o|\mathbf J(\mathbf r')G(\varepsilon_o)H_1|o\rangle-n(\mathbf r')\mathbf A(\mathbf r').
 \label{twoparts}
\end{equation}
Each part depends on the origin. The second grows with distance from it, and so must the first, since the sum cannot.

\subsection{Limit: one s-like site}

Put one site at the origin and let its occupied orbital be rotationally symmetric about $\mathbf B$. Then $\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L$ annihilates it, and the nonlocal term vanishes because $\mathbf A(\mathbf R)=0$. What is left is the Lamb current
\begin{equation}
 \mathbf j=-\tfrac12 n\,\mathbf B\times\mathbf r ,
 \label{lamb}
\end{equation}
of the expected form $nB\ell$, with $\ell$ measured from the site. The crystal formula has to reproduce it when cells are far apart.

\section{Removing the absolute position}

The diamagnetic term can be written as a response. Define the velocity
\begin{equation}
 \mathbf v=\tfrac1i[\mathbf r,H]=\mathbf p+\sum_{\mathbf R}\tfrac1i[\mathbf r,V_{\mathbf R}].
\end{equation}
Because $H|o\rangle=\varepsilon_o|o\rangle$, we have $[\mathbf r,H]|o\rangle=(\varepsilon_o-H)\mathbf r|o\rangle$. Since $G(\varepsilon_o)(\varepsilon_o-H)=\mathcal Q$,
\begin{equation}
 G(\varepsilon_o)\mathbf v|o\rangle=-i\,\mathcal Q\,\mathbf r|o\rangle .
\end{equation}
For any constant vector $\mathbf a$ this gives
\begin{equation}
 4\sum_o\mathrm{Re}\langle o|\mathbf JG\,\mathbf a\cdot\mathbf v|o\rangle
 =4\,\mathrm{Re}\Big[-i\sum_o\langle o|\mathbf J\mathcal Q\,\mathbf a\cdot\mathbf r|o\rangle\Big].
\end{equation}
Here $\mathcal Q$ may be replaced by 1. The omitted term contains $z=\sum_{oo'}\langle o|\mathbf J|o'\rangle\langle o'|\mathbf a\cdot\mathbf r|o\rangle$. Complex conjugation exchanges $o$ and $o'$, so $z$ is real and $\mathrm{Re}(-iz)=0$. Writing the real part as half the sum with the conjugate,
\begin{equation}
 4\,\mathrm{Re}\Big[-i\sum_o\langle o|\mathbf J\,\mathbf a\cdot\mathbf r|o\rangle\Big]
 =-2i\sum_o\langle o|[\mathbf J,\mathbf a\cdot\mathbf r]|o\rangle .
\end{equation}
From $[\mathbf p,\mathbf a\cdot\mathbf r]=-i\mathbf a$ follows $[\mathbf J(\mathbf r'),\mathbf a\cdot\mathbf r]=i\mathbf a|\mathbf r'\rangle\langle\mathbf r'|$. With $n=2\sum_o|\psi_o|^2$ the result is
\begin{equation}
 4\sum_o\mathrm{Re}\langle o|\mathbf J(\mathbf r')G(\varepsilon_o)\,\mathbf a\cdot\mathbf v|o\rangle=n(\mathbf r')\,\mathbf a .
 \label{sumrule}
\end{equation}
The sum rule needs the full velocity, including its nonlocal part, and a basis complete enough for the commutator of $\mathbf p$ and $\mathbf r$.

Now set $\mathbf a=\mathbf A(\mathbf r')=\tfrac12\mathbf B\times\mathbf r'$ in (\ref{sumrule}) and insert it in (\ref{twoparts}). Both terms of (\ref{H1}) lose the same constant vector:
\begin{align}
 \mathbf j(\mathbf r')&=2\sum_o\mathrm{Re}\langle o|\mathbf J(\mathbf r')G(\varepsilon_o)W|o\rangle,\label{merged}\\
 W&=\mathbf B\times(\mathbf r-\mathbf r')\cdot\mathbf p+\sum_{\mathbf R}\mathbf B\times(\mathbf R-\mathbf r')\cdot\tfrac1i[\mathbf r,V_{\mathbf R}].\label{W}
\end{align}
The prefactor is 2 because the $\tfrac12$ of the gauge has been taken out of $W$. Only position differences remain, as symmetry required.

\section{Why the sine is allowed in an insulator}

In a large sample $\mathbf r-\mathbf r'$ is still unbounded, while $\sin(qx)/q$ never exceeds $1/q$ in magnitude. The two agree only for $|qx|\ll1$. The replacement works if distant regions do not contribute, and a gap ensures this.

Let $g(z)=(z-H)^{-1}$, and let a contour in the complex energy plane enclose the occupied levels and no empty ones. Residues at $z=\varepsilon_o$ give
\begin{equation}
 \sum_oG(\varepsilon_o)W|o\rangle\langle o|=\oint\frac{dz}{2\pi i}\,\mathcal Q\,g(z)\,W\,g(z)\,\mathcal P .
\end{equation}
With a gap, the contour stays at a finite distance from the spectrum. Transform $H$ with a real vector $\boldsymbol\eta$:
\begin{equation}
 e^{\boldsymbol\eta\cdot\mathbf r}\,\tfrac12p^2\,e^{-\boldsymbol\eta\cdot\mathbf r}=\tfrac12(\mathbf p+i\boldsymbol\eta)^2
 =\tfrac12p^2+i\boldsymbol\eta\cdot\mathbf p-\tfrac12\eta^2 .
\end{equation}
The local potential is unchanged and a short-ranged $V_{\mathbf R}$ changes little. For small $\eta$ the transformed $z-H$ therefore stays invertible, so $e^{\boldsymbol\eta\cdot(\mathbf r-\mathbf r'')}g(\mathbf r,\mathbf r'';z)$ is the kernel of a bounded operator. As $\boldsymbol\eta$ can point in any direction, $g$ decays exponentially with distance. So does $\mathcal P=\oint g\,dz/(2\pi i)$, and hence the response at $\mathbf r'$ to a perturbation far away.

Two things follow. Provided the surface places no levels in the gap, so that the contour exists for the whole sample, the current at a point deep inside does not feel the surface, and the sample can be replaced by an infinite crystal. And since
\begin{equation}
 \frac{\sin qx}{q}=x-\frac{q^2x^3}{6}+\dots,
\end{equation}
with $x^3$ weighted by a decaying response, the error of the current is $O(q^2)$. The limit $q\to0$ is taken after the matrix elements have been evaluated. In a metal the contour cannot avoid the spectrum and the argument fails. As a gap closes, the decay length guaranteed by this argument grows, and the range of $q$ over which it assures a small error shrinks.

\section{Bloch form}

Let $i$ run over the Cartesian axes, $\mathbf q_i=q\hat{\mathbf u}_i$ and $\mathbf b_i=\mathbf B\times\hat{\mathbf u}_i$. Then
\begin{equation}
 \mathbf B\times(\mathbf r-\mathbf r')=\sum_i\hat{\mathbf u}_i\cdot(\mathbf r-\mathbf r')\,\mathbf b_i .
\end{equation}
Applying (\ref{sine}) to both terms of (\ref{W}) gives
\begin{align}
 W&=\lim_{q\to0}\sum_i\frac{W_i(q)-W_i(-q)}{2iq},\\
 W_i(q)&=e^{-i\mathbf q_i\cdot\mathbf r'}\Big\{e^{i\mathbf q_i\cdot\mathbf r}\,\mathbf b_i\cdot\mathbf p
 +\sum_{\mathbf R}e^{i\mathbf q_i\cdot\mathbf R}\,\mathbf b_i\cdot\tfrac1i[\mathbf r,V_{\mathbf R}]\Big\}.
\end{align}
There is no ordering ambiguity, because $\mathbf b_i\perp\mathbf q_i$ makes $\mathbf b_i\cdot\mathbf p$ commute with $e^{i\mathbf q_i\cdot\mathbf r}$.

Write the occupied orbitals as $N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{o\mathbf k}$, with $u_{o\mathbf k}$ normalized in one cell. The kinetic part becomes
\begin{equation}
 e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=\mathbf p+\mathbf k .
\end{equation}
For the nonlocal part take one projector, $V_{\mathbf R}(\mathbf r,\mathbf r'')=D\,\beta(\mathbf r-\mathbf R)\beta^*(\mathbf r''-\mathbf R)$; several projectors add. Splitting $\mathbf r=(\mathbf r-\mathbf R)+\mathbf R$ in the exponents leaves the site phase $e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R}e^{i\mathbf q\cdot\mathbf R}e^{i\mathbf k\cdot\mathbf R}=1$, so that
\begin{multline}
 V_{\mathbf k+\mathbf q,\mathbf k}\equiv\sum_{\mathbf R}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf R}V_{\mathbf R}\,e^{i\mathbf k\cdot\mathbf r''}\\
 =\sum_{\mathbf R}D\big[e^{-i(\mathbf k+\mathbf q)\cdot(\mathbf r-\mathbf R)}\beta(\mathbf r-\mathbf R)\big]
 \big[e^{-i\mathbf k\cdot(\mathbf r''-\mathbf R)}\beta(\mathbf r''-\mathbf R)\big]^* .
\end{multline}
This operator maps periodic functions to periodic functions, with projectors at $\mathbf k+\mathbf q$ on the left and at $\mathbf k$ on the right. The perturbing velocity is
\begin{equation}
 \mathbf v_{\mathbf k+\mathbf q,\mathbf k}=\mathbf p+\mathbf k+\tfrac1i[\mathbf r,V_{\mathbf k+\mathbf q,\mathbf k}].
\end{equation}

The Green operator conserves crystal momentum and becomes $G_{\mathbf k+\mathbf q}(\varepsilon_{o\mathbf k})$. Define the periodic function $w_{o\mathbf k,i}=G_{\mathbf k+\mathbf q_i}(\varepsilon_{o\mathbf k})\,\mathbf b_i\cdot\mathbf v_{\mathbf k+\mathbf q_i,\mathbf k}u_{o\mathbf k}$. In the current matrix element, the phase $e^{i\mathbf q\cdot\mathbf r'}$ of the two Bloch functions cancels the $e^{-i\mathbf q\cdot\mathbf r'}$ in $W_i$:
\begin{equation}
 \langle u|\mathbf J_{\mathbf k,\mathbf k+\mathbf q}(\mathbf r')|w\rangle=-\tfrac12\big\{u^*(\mathbf p+\mathbf k+\mathbf q)w+[(\mathbf p+\mathbf k)u]^*w\big\}_{\mathbf r'} .
 \label{Jkq}
\end{equation}
It is cell-periodic at every $q$. Collecting the 2 of (\ref{merged}), the $1/(2iq)$ and the normalization $1/N_k$,
\begin{align}
 \mathbf j(\mathbf r')&=\lim_{q\to0}\frac{\mathbf S(\mathbf r',q)-\mathbf S(\mathbf r',-q)}{2q},\label{final}\\
 \mathbf S(\mathbf r',q)&=\frac2{N_k}\sum_{i,o\mathbf k}\mathrm{Re}\Big\{\tfrac1i\langle u_{o\mathbf k}|\mathbf J_{\mathbf k,\mathbf k+\mathbf q_i}(\mathbf r')|w_{o\mathbf k,i}\rangle\Big\}.
\end{align}
For the infinite crystal the $\mathbf k$ sum is a Brillouin-zone average, so $\mathbf q$ need not belong to the mesh that approximates it.

\subsection{Sternheimer equation}

The function $w$ lies in the empty space at $\mathbf k+\mathbf q_i$ and satisfies
\begin{equation}
 (\varepsilon_{o\mathbf k}-H_{\mathbf k+\mathbf q_i})w_{o\mathbf k,i}=\mathcal Q_{\mathbf k+\mathbf q_i}\,\mathbf b_i\cdot\mathbf v_{\mathbf k+\mathbf q_i,\mathbf k}\,u_{o\mathbf k}.
\end{equation}
To avoid a nearly singular operator, solve instead
\begin{equation}
 (H_{\mathbf k+\mathbf q_i}-\varepsilon_{o\mathbf k}+\lambda\mathcal P_{\mathbf k+\mathbf q_i})w=-\mathcal Q_{\mathbf k+\mathbf q_i}\,\mathbf b_i\cdot\mathbf v_{\mathbf k+\mathbf q_i,\mathbf k}\,u_{o\mathbf k} .
\end{equation}
On the empty space nothing has changed, and the operator is positive because of the gap. On the occupied space it is positive once $\lambda$ exceeds the occupied band width, and the source has no component there. No sum over empty bands is needed. On a test case the solution agrees with the explicit sum to rounding error.

\subsection{Time reversal}

Complex conjugation changes the sign of $\mathbf p$. Hence $u_{-\mathbf k}=u_{\mathbf k}^*$, $H_{-\mathbf k}=H_{\mathbf k}^*$ and $\mathbf v_{-\mathbf k-\mathbf q,-\mathbf k}=-\mathbf v_{\mathbf k+\mathbf q,\mathbf k}^*$, so the solution for $(-\mathbf k,-\mathbf q)$ is $-w^*$. In (\ref{Jkq}) the momenta give a second minus sign, and the matrix element $X$ becomes $X^*$. As $\mathrm{Re}(-iX)=\mathrm{Im}X$ changes sign,
\begin{equation}
 \mathbf S(\mathbf r',-q)=-\mathbf S(\mathbf r',q)
\end{equation}
on a mesh containing $\pm\mathbf k$ pairs. One sign of $q$ then suffices, with $\mathbf j=\lim\mathbf S(q)/q$. At a single $\mathbf k$ this relation is not available, unless $\mathbf k$ is equivalent to $-\mathbf k$, as at the zone centre; at a zone-boundary point it also requires a basis symmetric under $\mathbf k+\mathbf G\to-(\mathbf k+\mathbf G)$.

\section{From current to shielding in a planar crystal}

Let the electrons move in the plane $z=0$ with $\mathbf B\parallel\hat{\mathbf z}$, so that $\mathbf j$ is a sheet current and $i$ runs over $x$ and $y$. A transverse Fourier component $\mathbf j_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\delta(z)$ produces a vector potential proportional to $e^{-G|z|}$. Its slope jumps by $-2G\mathbf A_{\mathbf G}=-\mu_0\mathbf j_{\mathbf G}$, hence $\mathbf A_{\mathbf G}=\mu_0\mathbf j_{\mathbf G}/(2G)$ in the plane. With $\mu_0=4\pi\alpha^2$, $\alpha$ being the fine-structure constant,
\begin{equation}
 B^{\rm ind}_z(\mathbf G)=2\pi\alpha^2\,\frac{i(\mathbf G\times\mathbf j_{\mathbf G})_z}{G},\qquad
 \sigma=-\frac{B_z^{\rm ind}}{B}.
\end{equation}
The term $\mathbf G=0$ is left out: a uniform sheet current produces no $z$ component of the field, and an edge current $I$ around a planar sample of size $L$ produces a field of order $\mu_0I/L$ in its interior, which vanishes as $L\to\infty$. A longitudinal component drops out of the cross product. This matters because the bare current need not be divergence-free. In a stationary state the density at $\mathbf r'$ is constant; the kinetic part of its rate of change is $\nabla\cdot\mathbf j$ for charge $-1$, so
\begin{equation}
 \nabla\cdot\mathbf j(\mathbf r')=-\sum_{\mathbf R}i\big\langle[V_{\mathbf R},|\mathbf r'\rangle\langle\mathbf r'|]\big\rangle ,
\end{equation}
with the field-dependent $V_{\mathbf R}$. It vanishes for local potentials.

\subsection{Limit: distant sites}

For the Lamb current (\ref{lamb}), the Biot--Savart law at the site gives
\begin{equation}
 B_z^{\rm ind}=-\alpha^2\int d^2r\,\frac{(\mathbf j\times\mathbf r)_z}{r^3}
 =-\frac{\alpha^2B}{2}\int d^2r\,\frac nr .
\end{equation}
For one site in a 10-bohr cell, with the density of the plane-wave basis used here, this integral yields $\sigma=99.85$ ppm; a converged basis raises it by 0.01 ppm. Each periodic image carries the moment $m_z=\tfrac12\int d^2r\,(\mathbf r\times\mathbf j)_z=-\tfrac B4\int d^2r\,n r^2$, whose field in the plane at distance $R$ is $-\alpha^2m_z/R^3$. Summed over the lattice these dipole fields add $-0.235$ ppm, making 99.62 ppm. In the finite plane-wave basis used here, the crystal formula gives 99.55 ppm, lower by 0.07\%. This value is not converged in the cutoff: raising the largest wave vector by half moves it up by 0.07 ppm, to 99.62 ppm. Its current departs from (\ref{lamb}) by at most $7\times10^{-4}$ of the largest Lamb component.

\section{A crystal with two unequal sites}

The model is a square lattice of constant 5 bohr with two electrons per cell. Site A at the origin has a Gaussian well of depth 2.5 hartree and an s projector of strength $-0.5$ hartree. Site B at $(2.0,1.5)$ bohr has depth 1.5 and strength $+0.5$ hartree. All widths are 1 bohr. The gap on the mesh is 1.28 hartree.

At the point $(0.909,0)$ bohr the density is $0.30263$ bohr$^{-2}$, and the left side of (\ref{sumrule}) reproduces it to these digits. Over the cell the sum rule holds to $5\times10^{-5}$ of the largest density.

The current per unit field there is $j_y=-0.1335683$ at $q=0.02$ and $-0.1335446$ at $q=0.04$ bohr$^{-1}$. Removing the $q^2$ error,
\begin{equation}
 j_y=\frac{4(-0.1335683)-(-0.1335446)}{3}=-0.13358\ \text{a.u.}
\end{equation}
Doubling $q$ once more changes the current over the cell by 3.998 times the previous change; a pure $q^2$ error gives 4. For comparison, the Lamb form about site A with the same density would be $-\tfrac12(0.30263)(0.9091)=-0.1376$. The difference, 3\% of the Lamb value, shows that the current is not that of a lone symmetric site.

An independent value comes from diagonalizing supercells of $N$ cells in a weak modulated field. The potentials $\tfrac B2\hat{\mathbf y}\sin(\kappa x)/\kappa$ and $-\tfrac B2\hat{\mathbf x}\sin(\kappa y)/\kappa$, with $\kappa=2\pi/(Na)$, are applied separately and their currents added. The diamagnetic current is explicit, and neither the sum rule nor a Green operator is used. Near the origin the combined field is uniform up to $O(\kappa^2)$. With $j_y=-0.132881$ for $N=6$ and $-0.133181$ for $N=8$,
\begin{equation}
 j_y=\frac{64(-0.133181)-36(-0.132881)}{28}=-0.1336\ \text{a.u.}
\end{equation}
Over the whole cell the extrapolated current and (\ref{final}) differ by at most $1.2\times10^{-4}$ of the largest current component. On the grid of points used, that component is 0.1445 a.u., or 77 A/m per tesla.

The shieldings are 94.9 ppm at A and $-10.6$ ppm at B. The negative value means that the induced current strengthens the field at B; the calculation does not separate the contributions to it.

Omitting the nonlocal part of the velocity lowers the shielding at A to 64.5 ppm, a loss of 32\%, and moves the current away from the supercell result by up to 36\% of its largest component. This loss does not measure a separate nonlocal contribution to the current: for a lone s-like site the nonlocal term even vanishes in the gauge centred on the site. In (\ref{merged}), however, the diamagnetic current has been absorbed through the sum rule (\ref{sumrule}), which holds only for the full velocity. Leaving out the nonlocal part breaks that rule. For a lone s-like site this is the whole loss. In the crystal the omission also removes the second term of (\ref{H1}), which does not vanish for sites away from the gauge origin; the calculation does not separate the two effects. The largest divergence of the bare current is 2.4\% of its largest curl, against $5\times10^{-5}$ in a comparison crystal with local wells, as expected of a source that vanishes for local potentials; the source term itself is not evaluated in the calculation. The numerical check that follows contains these comparisons.

\section*{Table of computed values}
\begin{verbatim}
lattice constant: 5.0 bohr; Gaussian width: 1.0 bohr
site A: x=0.0, y=0.0 bohr; V=2.5, D=-0.5 hartree
site B: x=2.0, y=1.5 bohr; V=1.5, D=0.5 hartree
plane waves: 121; k points: 36
band gap on the mesh: 1.2809 hartree
Sternheimer vs sum over states, relative error: 3.5e-15
sample point: x=0.9091, y=0.0000 bohr
density there: 0.302632 bohr^-2; from sum rule: 0.302627 bohr^-2
sum rule, largest deviation / largest density: 4.5e-05
q=0.02 bohr^-1: j_y=-0.1335683 a.u., shielding A=94.88924 ppm
q=0.04 bohr^-1: j_y=-0.1335446 a.u., shielding A=94.87676 ppm
q=0.08 bohr^-1: j_y=-0.1334497 a.u., shielding A=94.82688 ppm
|S(q)+S(-q)|/|S(q)| at the last q: 2.8e-14
ratio of successive changes (4 for a q^2 error): 3.9976
supercell of 6 cells: j_y=-0.132881 a.u., deviation/max 7.0e-03
supercell of 8 cells: j_y=-0.133181 a.u., deviation/max 4.0e-03
supercells extrapolated: j_y=-0.133565 a.u.
q -> 0 formula:          j_y=-0.133576 a.u.
largest deviation over the cell / largest current: 1.2e-04
same deviation without nonlocal velocity: 0.357
local-only crystal: V_A=3.5, V_B=1.5, gap=0.9410 hartree
max|div j|/max|curl j|: local only 4.6e-05, nonlocal 2.4e-02
isolated site, cell 10 bohr: current vs Lamb 6.8e-04
Lamb integral 99.8534 ppm, image dipoles -0.2352 ppm
their sum 99.6182 ppm; from crystal current 99.5487 ppm
shielding at A: 94.8934 ppm; at B: -10.5923 ppm
shielding at A from supercells: 94.8912 ppm
shielding at A without nonlocal velocity: 64.5202 ppm
largest current component: 0.14452 a.u. = 76.957 A/m per tesla
\end{verbatim}
